\section*{Potential-optimised DVR for a Morse oscillator, tested against a sinc grid}

\section*{Question}

I have two coupled bond stretches, each close to a Morse oscillator, and I want the lowest ten levels. A uniform sinc grid in each coordinate works, but the product grid is larger than I would like. I have been told to use a potential-optimised DVR (PODVR) instead: take the lowest $N$ Morse eigenstates, diagonalise the matrix of $x$ in them, and use the eigenvalues as grid points.

I am stuck in three places. How do I get the matrix of $x$ without numerical integration, in particular its diagonal? Why may I then put the coupling on the diagonal, when the points do not seem to belong to any Gaussian quadrature? And how many points does this save in a two-mode problem with a coupling that is not just $xy$?

\section*{Answer}

\subsection*{Units and eigenfunctions}

Measure length in $a^{-1}$ and energy in $E_0=\hbar^2a^2/m$, so that $\hbar=m=a=1$. One mode has
\begin{equation}
h=-\frac12\frac{d^2}{dx^2}+D\,u(x)^2,\qquad u(x)=1-e^{-x},\qquad \lambda=\sqrt{2D}.
\end{equation}
Near the minimum $Du^2\approx\lambda^2x^2/2$, so $\lambda$ is the harmonic quantum in units of $E_0$.

Let $z=2\lambda e^{-x}$. Then $d/dx=-\theta$ with $\theta=z\,d/dz$, and
\begin{equation}
Du^2=D-2De^{-x}+De^{-2x}=\frac{\lambda^2}{2}-\frac{\lambda z}{2}+\frac{z^2}{8}.
\end{equation}
Writing $E=(\lambda^2-s^2)/2$ turns $h\varphi=E\varphi$ into
\begin{equation}
\theta^2\varphi=\left(s^2-\lambda z+\tfrac14z^2\right)\varphi .
\end{equation}
For $z\to0$, that is $x\to\infty$, the decaying solution goes as $z^s$ with $s>0$; for large $z$ it goes as $e^{-z/2}$ times a power. So set $\varphi=z^se^{-z/2}w$. Each $\theta$ acting on $\varphi$ becomes $\theta+s-z/2$ acting on $w$, and
\begin{equation}
\left(\theta+s-\tfrac z2\right)^2w=\theta^2w+(2s-z)\theta w-\tfrac z2w+\left(s^2-sz+\tfrac{z^2}{4}\right)w .
\end{equation}
The term $-\frac z2w$ comes from $\theta$ acting on $-z/2$. Equate this to $(s^2-\lambda z+z^2/4)w$, use $\theta^2w=z^2w''+zw'$, and divide by $z$:
\begin{equation}
zw''+(2s+1-z)w'+\left(\lambda-s-\tfrac12\right)w=0 .
\end{equation}
This is Laguerre's equation. Its solution regular at $z=0$ grows as $e^z$ unless $\lambda-s-\frac12$ is an integer $n\ge0$. Hence
\begin{equation}
s_n=\lambda-n-\tfrac12>0,\quad E_n=\tfrac12(\lambda^2-s_n^2),\quad
\varphi_n=N_nz^{s_n}e^{-z/2}L_n^{(2s_n)}(z).
\end{equation}
The number of bound states is finite. This matters below.

\subsection*{Normalisation and the diagonal of $x$}

Three standard Laguerre properties are enough: the leading coefficient $(-1)^n/n!$, the orthogonality relation
\begin{equation}
\int_0^\infty z^\alpha e^{-z}L_m^{(\alpha)}L_n^{(\alpha)}dz=\frac{\Gamma(n+\alpha+1)}{n!}\delta_{mn},
\end{equation}
and the generating function $\sum_nL_n^{(\alpha)}t^n=(1-t)^{-\alpha-1}e^{-zt/(1-t)}$.

Since $dx=-dz/z$ and the limits are interchanged, $\int dx$ becomes $\int_0^\infty dz/z$. Both the norm and the mean of $\ln z$ follow from
\begin{equation}
I(\beta)=\int_0^\infty z^{\beta-1}e^{-z}\left[L_n^{(\alpha)}\right]^2dz,\qquad \alpha=2s_n,
\end{equation}
because $N_n^{-2}=I(\alpha)$ and $\langle\ln z\rangle_n=N_n^2I'(\alpha)$. The weight $z^{\beta-1}$ suits polynomials of upper index $\beta-1$. Split the prefactor of the generating function as $(1-t)^{-\alpha-1}=(1-t)^{-(\alpha-\beta+1)}(1-t)^{-\beta}$ and compare powers of $t$:
\begin{equation}
L_n^{(\alpha)}=\sum_{k=0}^nc_{n-k}L_k^{(\beta-1)},\qquad
c_j=\frac{(\alpha-\beta+1)(\alpha-\beta+2)\cdots(\alpha-\beta+j)}{j!}.
\end{equation}
Orthogonality then gives $I(\beta)=\sum_kc_{n-k}^2\,\Gamma(k+\beta)/k!$. At $\beta=\alpha$ every $c_j=1$, so
\begin{equation}
I(\alpha)=\sum_{k=0}^n\frac{\Gamma(k+\alpha)}{k!}=\frac{\Gamma(n+\alpha+1)}{\alpha\,n!}.
\end{equation}
The last equality holds for $n=0$, and adding the term $k=n+1$ multiplies the right side by $(n+1+\alpha)/(n+1)$, as it should. With $n+2s_n+1=2\lambda-n$,
\begin{equation}
N_n^2=\frac{2s_n\,n!}{\Gamma(2\lambda-n)} .
\end{equation}
For the derivative, $dc_j/d\beta=-H_j$ at $\beta=\alpha$, where $H_j=\sum_{i=1}^j1/i$ and $H_0=0$. The derivative of $\Gamma$ is $\Gamma\psi$, with $\psi$ the digamma function. Since $x=\ln2\lambda-\ln z$,
\begin{equation}
x_{nn}=\ln2\lambda-N_n^2\sum_{k=0}^n\frac{\Gamma(k+2s_n)}{k!}\left[\psi(k+2s_n)-2H_{n-k}\right].
\label{diag}
\end{equation}

\subsection*{Off-diagonal elements}

First find $Z_{mn}=\langle m|z|n\rangle$ for $m\ge n$. The factor $z$ cancels the $1/z$ of the measure, and $s_n=s_m+m-n$, so
\begin{equation}
Z_{mn}=N_mN_n\int_0^\infty z^{2s_m}e^{-z}L_m^{(2s_m)}\left[z^{m-n}L_n^{(2s_n)}\right]dz .
\end{equation}
The bracket is a polynomial of degree $m$. It equals $(-1)^{m-n}(m!/n!)L_m^{(2s_m)}$ plus a polynomial of lower degree, which is orthogonal to $L_m^{(2s_m)}$ under this weight. The remaining norm is $\Gamma(2\lambda-m)/m!$. Inserting $N_m$ and $N_n$,
\begin{equation}
Z_{mn}=(-1)^{m-n}\,2\sqrt{s_ms_n}\,
\sqrt{\frac{m!\,\Gamma(2\lambda-m)}{n!\,\Gamma(2\lambda-n)}},\qquad m\ge n .
\label{Z}
\end{equation}

Next take the derivative:
\begin{equation}
\frac{d\varphi_n}{dx}=-\theta\varphi_n=\left(-s_n+\frac z2\right)\varphi_n-N_nz^{s_n+1}e^{-z/2}\frac{dL_n^{(2s_n)}}{dz}.
\end{equation}
Project on $\varphi_m$ with $m>n$. The $-s_n$ term vanishes because the states are orthogonal. The last term contains $z^{m-n}dL_n^{(2s_n)}/dz$ under the weight $z^{2s_m}e^{-z}$; its degree is at most $m-1$, so it vanishes too. What is left is $\langle m|d/dx|n\rangle=Z_{mn}/2$.

Finally, $[h,x]=-\frac12[d^2/dx^2,x]=-d/dx$. Its matrix element between eigenstates is $(E_m-E_n)x_{mn}$, so
\begin{equation}
x_{mn}=-\frac{Z_{mn}}{2(E_m-E_n)},\qquad m>n,\qquad x_{nm}=x_{mn}.
\label{off}
\end{equation}
Equations (\ref{diag}) and (\ref{off}) give the whole matrix $X$ without integration. The numerical check tests them against quadrature for all twenty bound states of the example below.

\subsection*{Two points by hand}

Take the round model parameters $\lambda=20$, $D=200\,E_0$. Then $s_0=19.5$, $s_1=18.5$, and $E_1-E_0=28.875-9.875=19$. Because $\Gamma(39)/\Gamma(40)=1/39$,
\begin{equation}
Z_{10}=-2\sqrt{\frac{19.5\times18.5}{39}}=-\sqrt{37},\qquad
x_{10}=\frac{\sqrt{37}}{2\times19}=0.1601 .
\end{equation}
For $n=0$, equation (\ref{diag}) has one term of weight one. For $n=1$ the weights are $1/38$ and $37/38$:
\begin{align}
x_{00}&=\ln40-\psi(39)=0.0382,\\
x_{11}&=\ln40-\frac{\psi(37)-2}{38}-\frac{37\,\psi(38)}{38}=0.1179 .
\end{align}
Both means are positive because the well is softer towards large $x$. The eigenvalues of the $2\times2$ matrix are
\begin{equation}
x_\pm=\frac{0.0382+0.1179}{2}\pm\sqrt{\left(\frac{0.1179-0.0382}{2}\right)^2+0.1601^2}
=0.078\pm0.165 ,
\end{equation}
or $-0.087$ and $0.243$. These are the two PODVR points, in units of $a^{-1}$.

\subsection*{Why the coupling may go on the diagonal}

For general $N$ write $X=T\,\mathrm{diag}(x_\alpha)\,T^{\mathsf T}$. The new basis functions are $\chi_\alpha=\sum_nT_{n\alpha}\varphi_n$. In this basis the one-mode Hamiltonian is
\begin{equation}
h^{\rm DVR}_{\alpha\beta}=\sum_{n=0}^{N-1}T_{n\alpha}E_nT_{n\beta}.
\end{equation}
This is a rotation of $\mathrm{diag}(E_n)$, so the first $N$ Morse levels are reproduced without error. The approximation enters when another function $f(x)$ is replaced by $\mathrm{diag}[f(x_\alpha)]$.

You are right about the quadrature. Gaussian points in $x$ arise when the basis spans the polynomials in $x$ of degree below $N$ times one common function. Here $s_n=s_{N-1}+N-1-n$, so $\varphi_n$ is $z^{s_{N-1}}e^{-z/2}$ times $z^{N-1-n}L_n^{(2s_n)}(z)$. These $N$ polynomials have different lowest powers, so they span all polynomials in $z$ of degree below $N$. The eigenvalues of the matrix of $z$ would therefore be Gauss--Laguerre points for the weight $z^{2s_{N-1}-1}e^{-z}$. But $x=\ln2\lambda-\ln z$, and $x$ times any nonzero function of this span contains $\ln z$ and lies outside it, so the span is not of the required form in $x$. For the points of $x$ the justification has to come from somewhere else.

Let $P$ project on the $N$ states and let $Q=1-P$. The diagonal rule replaces $Pf(x)P$ by $f(PxP)$, taken within the basis. For $f=x$ they agree. For $f=x^2$, insert $1=P+Q$ between the two factors:
\begin{equation}
Px^2P-(PxP)^2=PxQxP .
\end{equation}
The error in the mean of $x^2$ in state $n$ is therefore $\|Qx\varphi_n\|^2$, the part of $x\varphi_n$ that leaks out of the basis. For a higher power, inserting $P+Q$ between all the factors shows that every error term leaves the basis and returns to it.

For $N=10$ the leak is $2.0\times10^{-11}$ for $n=0$, $3.9\times10^{-7}$ for $n=3$, and $0.37$ for $n=9$, in units of $a^{-2}$. The rule is good for low states and poor for the top one. It works when the wanted levels contain little of the top basis states.

Two consequences follow. First, a coupling $xy$ is represented by $X\otimes X$, which is what the variational basis gives; the diagonal rule adds no error there, so that coupling cannot test it. Second, some of the leak goes into the continuum. With all twenty bound states kept, $x\varphi_{15}$ still leaks by $0.064\,a^{-2}$. A basis of bound states is not complete, and convergence to arbitrary accuracy is not guaranteed.

\subsection*{The two-mode test}

Take
\begin{equation}
H=h(x)+h(y)+\kappa D\,u(x)u(y),\qquad \kappa=0.2 .
\end{equation}
The potential $D(u^2+v^2+\kappa uv)$, with $v=u(y)$, is nonnegative for $|\kappa|<2$. The coupling is nonlinear in $x$ and $y$, so the diagonal rule is put to work:
\begin{equation}
H^{\rm DVR}=h^{\rm DVR}\otimes1+1\otimes h^{\rm DVR}+\mathrm{diag}\left[\kappa D\,u(x_\alpha)u(x_\beta)\right].
\end{equation}
To separate the two sources of error, I also used the exact elements $u_{mn}=\delta_{mn}-Z_{mn}/2\lambda$ in the same product basis. That calculation is variational and has basis error only.

The competitor is a sinc grid of spacing $\Delta$. Its basis functions contain wave numbers $|k|\le\pi/\Delta$ with equal weight. With $d=i-j$ and $q=k\Delta$,
\begin{equation}
T_{ij}=\frac{1}{4\pi\Delta^2}\int_{-\pi}^{\pi}q^2\cos(qd)\,dq
=\begin{cases}\pi^2/(6\Delta^2),&d=0,\\[2pt](-1)^d/(\Delta^2d^2),&d\ne0,\end{cases}
\end{equation}
where two integrations by parts give $4\pi(-1)^d/d^2$ for the second integral. The whole potential is diagonal on this grid.

Reference levels come from a dense sinc grid; a second dense grid changes them by about $4\times10^{-12}\,E_0$. The lowest three are $19.748$, $37.837$ and $39.689\,E_0$. The last two can be checked by hand. Without coupling, the states with one quantum in either mode are degenerate. To first order the coupling joins them with the element $\kappa Du_{10}^2$ and shifts both equally, so the splitting is
\begin{equation}
2\kappa Du_{10}^2=2\kappa D\frac{Z_{10}^2}{4\lambda^2}=80\times\frac{37}{1600}=1.85\,E_0 ,
\end{equation}
and the reference difference is $39.689-37.837=1.85\,E_0$.

\subsection*{The count}

I count the smallest $N$ per mode for which $N$ and $N+1$ both bring the largest absolute error of the ten lowest levels below a tolerance. Asking for two successive values guards against a lucky cancellation. For each $N$, both ends of the sinc grid were tuned against the reference levels, by a coarse scan over both ends followed by local refinement, an advantage you would not have in practice. The PODVR has nothing to tune. Both grids are full $N\times N$ products.

\begin{center}
\begin{tabular}{cccc}
Tolerance ($E_0$) & PODVR $N$ & sinc $N$ & product points\\
\hline
$0.1$ & 5 & 7 & 25 and 49\\
$0.01$ & 6 & 9 & 36 and 81\\
$0.001$ & 8 & 12 & 64 and 144
\end{tabular}
\end{center}

The tightest tolerance is $5\times10^{-5}$ of the harmonic quantum $\lambda=20\,E_0$. There the product grid shrinks by a factor $144/64=2.25$.

The uncoupled limit shows where the saving comes from. For $\kappa=0$ the ten lowest levels have at most three quanta in either mode, so four PODVR points per mode give them without error. Further points are needed for two reasons: the coupling mixes in higher states, and the diagonal rule is poor near the top of the basis. The variational basis, which has only the first error, meets the tolerances $0.1$ and $0.001\,E_0$ one point earlier, at $N=4$ and $N=7$. The sinc grid must represent the Morse motion itself, even at $\kappa=0$: there the best 9-point grid found still has a largest error of $0.0088\,E_0$, close to its value with the coupling.

The eight PODVR points run from $-0.373$ to $1.220\,a^{-1}$. Their spacing is about $0.19$ at its smallest and $0.32$ at the outer end, where the well is soft. The tuned 12-point sinc grid runs from $-0.714$ to $1.136\,a^{-1}$ with a uniform spacing of $1.850/11=0.17$.

At $N=8$ the largest PODVR error is $4.1\times10^{-4}\,E_0$, against $1.3\times10^{-4}\,E_0$ for the variational basis. The diagonal rule thus roughly triples the largest error, but one or two more points make up for it. All ten PODVR levels lie above the reference here. That is an observation for this case: with approximate matrix elements the variational bound is lost.

\subsection*{How far to trust the saving}

The sinc counts are upper limits for a well-placed uniform grid. They depend on the search. A purely local search, started for each $N$ near the ends found for $N-1$, stalls: it gives $0.078\,E_0$ at $N=9$ and $0.0030\,E_0$ at $N=12$, and so counts of 10 and 13. The scan with refinement gives $0.0091$ and $0.00075\,E_0$ there, which pass their tolerances only narrowly. A better search could lower the sinc counts and could not raise them.

The advantage may also narrow at higher accuracy. The 14-point sinc grid has a largest error of $2.7\times10^{-5}\,E_0$. The PODVR passes that value between $N=10$ ($4.2\times10^{-5}$) and $N=11$ ($1.6\times10^{-5}$), so the ratio of product points is then $196/121=1.6$. The best 15-point sinc grid found has $3.6\times10^{-5}\,E_0$, so under the two-successive-values rule these counts, 14 and 11, hold for a tolerance of $4\times10^{-5}\,E_0$. From $N=15$ to $16$ the PODVR error falls only from $1.1\times10^{-6}$ to $7\times10^{-7}\,E_0$. It then levels off: with all twenty bound states it is still $3.4\times10^{-7}\,E_0$, and $8\times10^{-8}\,E_0$ for the variational basis. This is the floor of a basis of bound states; with the box-discretised states of the 75-point grid described next, the basis can be enlarged and the PODVR error goes on falling, from $3.0\times10^{-7}\,E_0$ at $N=20$ to $1.2\times10^{-7}\,E_0$ at $N=24$.

For your problem, then, use the PODVR if the levels you want lie well below dissociation and resemble products of low Morse states. Raise $N$ until they settle. Near dissociation, bound Morse states alone give only limited accuracy. In the example the lowest dissociation limit, with one bond broken and the other in its lowest state, is $208.9\,E_0$. With all twenty bound states the largest PODVR error for the levels between $190$ and $205\,E_0$ is $0.10\,E_0$. If you need better, take the lowest eigenstates of $h$ on a large one-mode sinc grid, which include box-discretised continuum states, and diagonalise $x$ in those. The construction is otherwise unchanged, and the basis can be enlarged until it spans the whole one-mode grid. With 75 grid points from $-1.2$ to $7.0\,a^{-1}$, forty such states reduce the error of those high levels to about $8\times10^{-5}\,E_0$. A reference on a longer and finer grid (99 points from $-1.3$ to $8.5\,a^{-1}$) differs by up to $6\times10^{-5}\,E_0$ for these levels, so this figure holds to its order of magnitude only.

\section*{Numbers as computed}
\begin{verbatim}
lambda = 20.0, D = 200.0 E0, kappa = 0.20, bound states = 20
Morse E_0..E_3 (E0): [ 9.875 28.875 46.875 63.875]
closed form minus quadrature, max: x 9.6e-14 1/a, z 8.7e-13
sinc minus Morse formula, six levels, max: 3.6e-13 E0
x_00, x_11, x_01 (1/a): 0.038193 0.117852 0.160073
x_02 (1/a), nonzero so X is not tridiagonal: -0.018341
PODVR points N=2 (1/a): [-0.086931  0.242976]
leak of x psi_n, N=10, n=0,3,9 (1/a^2): 2.05e-11 3.90e-07 3.72e-01
leak with all bound states, n=15 (1/a^2): 6.39e-02
reference levels 1-5 (E0): [19.7484 37.8373 39.6891 55.4999 56.7137]
reference levels 6-10 (E0): [59.2001 72.6222 73.2321 75.41   78.2251]
change between two reference grids: 4.3e-12 E0
max error of ten levels (E0): N, PODVR, variational basis
   4  1.91e-01  9.36e-02
   5  3.38e-02  1.32e-02
   6  6.75e-03  2.35e-03
   7  1.55e-03  5.01e-04
   8  4.10e-04  1.26e-04
   9  1.24e-04  3.63e-05
  10  4.23e-05  1.20e-05
  11  1.63e-05  4.51e-06
  12  7.05e-06  1.90e-06
  13  3.40e-06  8.99e-07
  14  1.82e-06  4.73e-07
  15  1.08e-06  2.76e-07
  16  7.07e-07  1.78e-07
max error of ten levels (E0): N, tuned sinc, grid ends (1/a)
   6  1.62e-01  -0.455 0.701
   7  5.22e-02  -0.421 0.856
   8  6.52e-02  -0.420 1.003
   9  7.75e-02  -0.468 1.109
  10  2.34e-03  -0.566 1.053
  11  1.78e-03  -0.551 1.193
  12  3.04e-03  -0.588 1.262
  13  1.92e-04  -0.688 1.223
  14  2.71e-05  -0.668 1.322
tolerance (E0): points per mode PODVR, sinc; product points; ratio
  1e-01: 5, 7; 25, 49; 1.96
  1e-02: 6, 10; 36, 100; 2.78
  1e-03: 8, 13; 64, 169; 2.64
PODVR points N=8 (1/a):
[-0.3726 -0.1679  0.0235  0.2165  0.4198  0.6423  0.898   1.2203]
signed PODVR errors N=8, lowest and highest (E0): 7.94e-08 4.10e-04
\end{verbatim}
